\section*{Choosing the Mixing Time for Exchange Rates from a Matrix Logarithm}

\section{Definitions and conventions}

The setting treated here is the mixing time $t$ of a two-dimensional exchange spectrum whose peak volumes are converted into rate constants by a matrix logarithm. Too short a mixing time gives weak cross peaks. Too long a mixing time leaves a matrix whose smallest eigenvalue is lost in noise. The analysis gives the rates, their errors and a criterion for $t$.

There are $N$ sites with equilibrium populations $p_i>0$, $\sum_ip_i=1$, and $P=\mathrm{diag}(p_1,\ldots,p_N)$. The rate constant for a jump from $j$ to $i$ is $k_{j\to i}$, and $R_i$ is the longitudinal relaxation rate at site $i$. The peak volume $I_{ij}$ belongs to magnetisation labelled with the frequency of site $j$ during evolution and detected at site $i$. Volumes are scaled so that the total at $t=0$ is one.

Five conditions are assumed:
\begin{itemize}
\item Each site has its own resolved line, and scalar couplings are weak, so that a line can be assigned to a site.
\item Exchange is slow compared with the frequency differences, and transfer during evolution and detection is negligible.
\item Cross-relaxation between the sites is negligible.
\item Every scan starts from equilibrium magnetisation.
\item The jumps obey detailed balance, $k_{j\to i}p_j=k_{i\to j}p_i$.
\end{itemize}

\section{From rate equations to peak volumes}

During mixing, the longitudinal magnetisation $M_i$ obeys
\begin{equation}
\frac{dM_i}{dt}=\sum_{j\ne i}\left(k_{j\to i}M_j-k_{i\to j}M_i\right)-R_i(M_i-M_i^{\rm eq}).
\end{equation}
The equation is linear. Its solution is therefore a part proportional to the initial magnetisation plus a recovery part that carries no frequency label. The recovery part does not contribute to the labelled peaks and is removed by phase cycling. The labelled part obeys $d\mathbf M/dt=A\mathbf M$ with
\begin{equation}
A_{ij}=k_{j\to i}\quad(i\ne j),\qquad A_{jj}=-R_j-\sum_{i\ne j}k_{j\to i}.
\label{eq:A}
\end{equation}
The amount labelled at site $j$ is proportional to $p_j$, so
\begin{equation}
I=e^{At}P .
\label{eq:I}
\end{equation}

Define $S=P^{-1/2}AP^{1/2}$. For $i\ne j$,
\begin{equation}
S_{ij}=k_{j\to i}\sqrt{\frac{p_j}{p_i}}=\frac{k_{j\to i}p_j}{\sqrt{p_ip_j}} .
\end{equation}
Detailed balance makes the last numerator symmetric in $i$ and $j$, hence $S=S^{T}$. Unequal relaxation rates do no harm, because they enter on the diagonal. Since $A^n=P^{1/2}S^nP^{-1/2}$ for every power, the exponential series gives $e^{At}=P^{1/2}e^{St}P^{-1/2}$. Inserting this in (\ref{eq:I}),
\begin{equation}
I=P^{1/2}e^{St}P^{1/2},\qquad G\equiv P^{-1/2}IP^{-1/2}=e^{St}.
\label{eq:G}
\end{equation}
Thus $I$ is symmetric, and the two measured cross peaks of a pair may be averaged. A difference between them well above the noise shows that an assumption has failed. If the starting magnetisations are $m_j$ instead of $p_j$, the data are $I'=e^{At}\mathrm{diag}(m)$. When the $m_j$ are known, $I'\,\mathrm{diag}(m)^{-1}P$ restores (\ref{eq:I}).

\section{The logarithm}

Write $G=U\,\mathrm{diag}(g_a)\,U^{T}$ with $U$ orthogonal and $g_a=e^{-\mu_at}$, where $\mu_a$ are the eigenvalues of $-S$. All $g_a$ are positive. A real symmetric matrix whose exponential is $G$ must have the eigenspaces of $G$ and the eigenvalues $\ln g_a$, so it is unique and equals $St$. Undoing the similarity transformation gives
\begin{equation}
k_{j\to i}=\sqrt{\frac{p_i}{p_j}}\,\frac{[\ln G]_{ij}}{t}\qquad(i\ne j).
\label{eq:k}
\end{equation}

If all volumes carry an unknown common factor $c$, then $\ln(cG)=\ln G+(\ln c)\,\mathbf 1$. Only the diagonal changes, so the rate constants survive. With absolute scaling, summing column $j$ of (\ref{eq:A}) cancels the jump terms and gives $R_j=-\sum_iA_{ij}$.

The $\mu_a$ cannot be negative. For any real vector $x$, collecting the terms of each pair and using detailed balance,
\begin{equation}
-x^{T}Sx=\sum_iR_ix_i^2+\sum_{i<j}k_{i\to j}p_i\left(\frac{x_i}{\sqrt{p_i}}-\frac{x_j}{\sqrt{p_j}}\right)^2\ge0 .
\end{equation}
They are strictly positive when all $R_i>0$. The modes that decay fastest have the smallest eigenvalues $g_a$; when exchange is faster than relaxation, they carry the information on rapid equilibration. Which mode is lost in noise first depends also on the populations, as shown below.

\section{Indirect-transfer peaks}

The initial-rate method divides a cross peak by $p_jt$. From (\ref{eq:I}), for $i\ne j$,
\begin{equation}
\frac{I_{ij}}{p_jt}=A_{ij}+\frac t2(A^2)_{ij}+O(t^2).
\end{equation}
Take a chain A--B--C without direct A--C jumps. In $(A^2)_{CA}=\sum_lA_{Cl}A_{lA}$ the terms $l=A$ and $l=C$ contain $A_{CA}=0$, which leaves
\begin{equation}
k^{\rm app}_{A\to C}=\frac t2\,k_{A\to B}k_{B\to C}+O(t^2).
\label{eq:false}
\end{equation}
This false direct rate comes from two successive jumps. The logarithm removes it together with all higher terms, because $\ln e^{St}=St$ is an identity of the full matrix.

The full matrix is essential. Suppose that B exchanges but its peaks are not observed. Let $Q$ be the A,C block of $S$ and $b=(S_{AB},S_{CB})^{T}$. The A,C block of $S^2$ is $Q^2+bb^{T}$, so the observed block of $G$ is $\mathbf 1+X$ with
\begin{equation}
X=tQ+\frac{t^2}{2}(Q^2+bb^{T})+O(t^3).
\end{equation}
Using $\ln(\mathbf 1+X)=X-X^2/2+\cdots$, the $Q^2$ terms cancel:
\begin{equation}
\frac1t\ln(\mathbf 1+X)=Q+\frac t2\,bb^{T}+O(t^2).
\end{equation}
The off-diagonal error is $\frac t2S_{CB}S_{BA}$. Multiplication by $\sqrt{p_C/p_A}=\sqrt{p_C/p_B}\sqrt{p_B/p_A}$ turns it into (\ref{eq:false}). A hidden intermediate therefore produces an apparent direct rate that starts at its true value and changes with $t$. Repeating the measurement at a second mixing time can reveal it, provided that the times are not long compared with the lifetime of B. The expansion holds only for $t|S_{BB}|\ll1$. When B is much shorter-lived than both A and C, the apparent rate levels off near $k_{A\to B}k_{B\to C}/(k_{B\to A}+k_{B\to C})$ above its true value, and little drift remains to be seen.

\section{How noise passes through the logarithm}

Let $L=\ln G$, with eigenvalues $\ell_a=-\mu_at$. The first-order change of a power is $\delta(L^n)=\sum_{r=0}^{n-1}L^r\,\delta L\,L^{n-1-r}$. In the eigenbasis of $G$ its $ab$ element is
\begin{equation}
\delta L_{ab}\sum_{r=0}^{n-1}\ell_a^r\ell_b^{n-1-r}=\delta L_{ab}\,\frac{\ell_a^n-\ell_b^n}{\ell_a-\ell_b}.
\end{equation}
Dividing by $n!$ and summing over $n$ gives $\delta G_{ab}=\delta L_{ab}(g_a-g_b)/(\ell_a-\ell_b)$. Since $\delta S=\delta L/t$ and $\ell_a-\ell_b=-(\mu_a-\mu_b)t$,
\begin{equation}
\delta S_{ab}=h_{ab}\,\delta G_{ab},\qquad h_{ab}=\frac{\mu_a-\mu_b}{g_b-g_a},\qquad h_{aa}=\frac{e^{\mu_at}}{t}.
\label{eq:h}
\end{equation}
The diagonal value is the limit of equal decay rates.

Let every raw peak carry independent noise $N_{kl}$ of standard deviation $\sigma$, and let the populations be known. After averaging, $\delta G=P^{-1/2}\frac12(N+N^{T})P^{-1/2}$. To select one element of $\delta S$, use $T=\frac12(e_ie_j^{T}+e_je_i^{T})$, where $e_i$ are unit vectors, so that $\delta S_{ij}=\mathrm{tr}(T\delta S)$. With $\circ$ denoting the elementwise product, evaluating the trace in the eigenbasis gives
\begin{align}
\delta S_{ij}&=\sum_{ab}(U^{T}TU)_{ab}\,h_{ab}\,(U^{T}\delta G\,U)_{ab}=\sum_{kl}C_{kl}N_{kl},\\
C&=P^{-1/2}U\left[h\circ(U^{T}TU)\right]U^{T}P^{-1/2}.
\end{align}
The matrix $C$ is symmetric, so $N$ and $N^{T}$ contribute equally and the factor $\frac12$ is used up. Independent variances add:
\begin{equation}
\mathrm{sd}(k_{j\to i})=\sigma\sqrt{\frac{p_i}{p_j}}\left(\sum_{kl}C_{kl}^2\right)^{1/2}.
\label{eq:sd}
\end{equation}
This is a first-order result. It can be evaluated from estimated rates before the final measurement.

\section{The best mixing time}

At short times $g_b-g_a\approx(\mu_a-\mu_b)t$, so every $h_{ab}$ behaves as $1/t$: the signal has not yet developed. For $\mu_a>\mu_b>0$, $h_{ab}$ is smallest where $e^{-\mu_bt}-e^{-\mu_at}$ is largest. Setting the derivative to zero gives $\mu_ae^{-\mu_at}=\mu_be^{-\mu_bt}$, or
\begin{equation}
t_{ab}=\frac{\ln(\mu_a/\mu_b)}{\mu_a-\mu_b}=\frac{1}{\mu_a-\mu_b}\int_{\mu_b}^{\mu_a}\frac{d\mu}{\mu}.
\end{equation}
This is an average of $1/\mu$, so it lies between $1/\mu_a$ and $1/\mu_b$. For $a=b$ the minimum of $e^{\mu_at}/t$ is at $1/\mu_a$. Each $h_{ab}$ falls before its minimum and rises after it.

For equal populations, $P^{-1/2}$ is a multiple of the unit matrix. An orthogonal transformation preserves the sum of squares, so the variance is a sum of $h_{ab}^2$ with non-negative, time-independent coefficients. All terms fall for $t<1/\mu_{\max}$ and rise for $t>1/\mu_{\min}$, so the best time lies between these limits. For unequal populations this argument does not apply, and (\ref{eq:sd}) should be minimised numerically.

Two equally populated sites without relaxation give a closed result. The decay rates are $0$ and $\mu=2k$, with eigenvectors $(1,\pm1)/\sqrt2$. Then $U^{T}TU=\mathrm{diag}(\frac12,-\frac12)$, and the factor $1/p=2$ yields
\begin{equation}
\mathrm{sd}(k)=\frac{\sigma}{t}\sqrt{1+e^{2\mu t}} .
\end{equation}
With $x=\mu t$, minimising $(1+e^{2x})/x^2$ requires $xe^{2x}=1+e^{2x}$, or $(x-1)e^{2x}=1$. Multiplication by $2e^{-2}$ gives $2(x-1)e^{2(x-1)}=2e^{-2}$. The Lambert function $W$, defined by $We^{W}=z$, then gives
\begin{equation}
\mu t=1+\frac12W(2e^{-2})\approx1.11 .
\end{equation}
A value slightly above $1/\mu_{\max}$ is therefore a reasonable start for a rate whose two sites both carry the fastest mode. A slow rate beside a much faster one couples only weakly to that mode, and its best time can be several times $1/\mu_{\max}$. The time should be found from (\ref{eq:sd}) for the actual network and rate.

\section{What happens at long mixing time}

Let $m$ be the fastest mode, assumed non-degenerate, with eigenvector components $U_{km}$. At long times $h_{mm}=e^{\mu_mt}/t$ exceeds the other gains. For example, $h_{ma}\approx(\mu_m-\mu_a)e^{\mu_at}$ is smaller by the factor $(\mu_m-\mu_a)t\,e^{-(\mu_m-\mu_a)t}$. Keeping the $mm$ term and using $(U^{T}TU)_{mm}=U_{im}U_{jm}$,
\begin{equation}
\mathrm{sd}(k_{j\to i})\to\sigma\sqrt{\frac{p_i}{p_j}}\,|U_{im}U_{jm}|\,q\,\frac{e^{\mu_mt}}{t},\qquad q=\sum_k\frac{U_{km}^2}{p_k}.
\label{eq:long}
\end{equation}
The law requires weight of the fastest mode on both sites. Small populations on which this mode has weight increase $q$.

The first-order shift of the smallest eigenvalue is $\sum_{kl}w_kw_lN_{kl}$ with $w_k=U_{km}/\sqrt{p_k}$. Its variance is $\sigma^2(\sum_kw_k^2)^2$, so its standard deviation is $s=\sigma q$. The second-order shift, from mixing with the other modes, always lowers the smallest eigenvalue and is neglected here, so the estimate below is too low when that shift is not small compared with $s$. For Gaussian noise, and when no other mode is close to its own noise level, the probability of a non-positive eigenvalue is then approximately
\begin{equation}
\mathcal P_{\rm fail}\approx\frac12\,\mathrm{erfc}\!\left(\frac{g_m}{s\sqrt2}\right).
\label{eq:fail}
\end{equation}
The real logarithm then does not exist. Replacing the eigenvalue by a small positive floor $f$ is no cure: it assigns the decay rate $-\ln f/t$, which is set by $f$ and not by the data. Even without failure, (\ref{eq:sd}) requires $g_m\gg s$, because the logarithm must be nearly linear over the noise distribution. Requiring $g_m\ge zs$ with a chosen margin $z$ gives
\begin{equation}
t\le\frac{1}{\mu_m}\ln\frac{1}{z\sigma q}.
\label{eq:limit}
\end{equation}
Because $\sigma$ stands inside a logarithm, signal averaging extends the usable time only slowly.

The same argument applies to every mode $a$, whose eigenvalue has the first-order noise $s_a=\sigma q_a$ with $q_a=\sum_kU_{ka}^2/p_k$. A slower mode concentrated on a minor site has a large $q_a$ and can be lost before the fastest one, and (\ref{eq:fail}) is then far too low. The condition $g_a\ge zs_a$ must therefore hold for all $a$, and the usable time is the smallest of the values $\ln[1/(z\sigma q_a)]/\mu_a$. For example, take $p=(0.495,0.495,0.01)$, $k_{A\to B}=10$, $k_{C\to A}=k_{C\to B}=7$ and all $R_i=1\ \mathrm{s^{-1}}$, with $\sigma=2\times10^{-4}$. The modes at $15.1$ and $21.1\ \mathrm{s^{-1}}$ have $q_a=99$ and $2.0$. At $0.29$ s, the limit of the fastest mode for $z=5$, the slower mode has $g_a\approx0.6s_a$, and the logarithm fails in about 30\% of noisy data sets.

\section{Errors in the populations}

Let the populations used be $p_i(1+\varepsilon_i)$ and $\varepsilon=\mathrm{diag}(\varepsilon_i)$. To first order, $\delta G=-\frac12(\varepsilon G+G\varepsilon)$. In the eigenbasis this is $-\frac12\varepsilon_{ab}(g_a+g_b)$, where $\varepsilon_{ab}=(U^{T}\varepsilon U)_{ab}$. Multiplying by $h_{ab}$, and then numerator and denominator by $e^{(\mu_a+\mu_b)t/2}$,
\begin{equation}
\delta S_{ab}=-\varepsilon_{ab}\,\frac{\mu_a-\mu_b}{2}\coth\frac{(\mu_a-\mu_b)t}{2},
\label{eq:pop}
\end{equation}
with the limit $-\varepsilon_{aa}/t$ for $a=b$. The factor $\sqrt{p_i/p_j}$ in (\ref{eq:k}) adds a relative change $(\varepsilon_i-\varepsilon_j)/2$ to each rate.

At short times (\ref{eq:pop}) tends to $-\varepsilon_{ab}/t$. In the site basis this is diagonal and does not affect the rate constants, so the relative change $(\varepsilon_i-\varepsilon_j)/2$ remains. At long times the hyperbolic cotangent tends to $\pm1$ and the error stays bounded, unlike the noise. Populations can be taken from a reference spectrum at $t=0$, where $I=P$.

\section{Worked example}

A model chain has $p=(0.5,0.3,0.2)$, $k_{A\to B}=3$ and $k_{B\to C}=4\ \mathrm{s^{-1}}$, and no direct A--C jumps. Detailed balance gives $k_{B\to A}=3(0.5/0.3)=5$ and $k_{C\to B}=4(0.3/0.2)=6\ \mathrm{s^{-1}}$. The relaxation rates are $1.0$, $1.2$ and $0.8\ \mathrm{s^{-1}}$, and $\sigma=0.001$ of the total intensity.

At $t=0.1$ s the B--C peak is $0.05505$, so $G_{BC}=0.05505/\sqrt{0.3\times0.2}=0.2247$. Taking the logarithm of the whole matrix gives $[\ln G]_{BC}=0.4899$, and
\begin{equation}
k_{B\to C}=\sqrt{\frac{0.2}{0.3}}\;\frac{0.4899}{0.1\ \mathrm s}=4.00\ \mathrm{s^{-1}} .
\end{equation}
The A--C peak is $0.01549$, yet the logarithm of the numerically integrated peaks returns every element of $A$, including $k_{A\to C}=0$, to within $2.7\times10^{-13}\ \mathrm{s^{-1}}$: the peak is entirely indirect. The initial-rate method would report $0.01549/(0.5\times0.1)=0.31\ \mathrm{s^{-1}}$ with a noise, for the averaged pair of cross peaks, of $0.001/(\sqrt2\times0.5\times0.1)=0.014\ \mathrm{s^{-1}}$, an apparently significant rate that does not exist. The leading estimate (\ref{eq:false}) is $0.05\times3\times4=0.6\ \mathrm{s^{-1}}$, so higher terms already matter. With B hidden, the logarithm gives $0.12$, $0.49$ and $0.92\ \mathrm{s^{-1}}$ at $0.02$, $0.1$ and $0.3$ s. This drift is the warning derived above.

The decay rates are $1.02$, $5.32$ and $14.66\ \mathrm{s^{-1}}$. The standard deviations from (\ref{eq:sd}), in $\mathrm{s^{-1}}$, are:
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & A$\to$B & B$\to$C & A$\to$C\\
0.02 & 0.082 & 0.141 & 0.079\\
0.10 & 0.035 & 0.069 & 0.027\\
0.30 & 0.172 & 0.350 & 0.093
\end{tabular}
\end{center}
The best times are $0.093$, $0.083$ and $0.118$ s respectively, compared with $1/\mu_{\max}=0.068$ s. One value near $0.1$ s serves all three rates. One simulated noisy data set at that time gives $3.00$, $4.03$ and $-0.01\ \mathrm{s^{-1}}$. The small negative value is compatible with zero and should be reported with its error, not discarded.

The fastest mode has $q=3.64$, hence $s=0.00364$. For B$\to$C at $0.3$ s, (\ref{eq:long}) gives
\begin{equation}
0.001\sqrt{\frac{0.2}{0.3}}\,(0.811)(0.5055)(3.643)\frac{e^{14.66\times0.3}}{0.3}\approx0.33\ \mathrm{s^{-1}},
\end{equation}
about 6\% below the full first-order value. At this time $g_m=0.0123$ is only $3.4s$, so the linear error is itself approximate. At $0.4$ s, $g_m=0.0028$ is below $s$, and the logarithm fails in about 22\% of the simulated data sets, as (\ref{eq:fail}) predicts. With a margin $z=5$, (\ref{eq:limit}) gives $t\le\ln[1/(5\times0.00364)]/14.66\approx0.27$ s.

If $p_B$ is taken 5\% too high, the noise-free rates at $0.1$ s become $3.07$, $3.90$ and $0.01\ \mathrm{s^{-1}}$. The error of $-0.10\ \mathrm{s^{-1}}$ in $k_{B\to C}$ exceeds its noise of $0.07\ \mathrm{s^{-1}}$. At $1$ s the same rate is $3.88\ \mathrm{s^{-1}}$, so its population error has grown little. The false A$\to$C rate rises from $0.009$ to $0.035\ \mathrm{s^{-1}}$ over the same interval; by (\ref{eq:pop}) both errors stay bounded. The numerical check compares these formulas with integrated rate equations, finite differences and random noise.

\section{Using the setting}

\begin{enumerate}
\item Determine the populations from a reference spectrum, and include every exchanging site in the matrix.
\item Record a preliminary spectrum on the same absolute scale as the reference, apply (\ref{eq:k}), and obtain all $\mu_a$ and $q_a$ from the eigenvalues and eigenvectors of $G$. An unknown factor $c$ leaves the rates unchanged but shifts every $\mu_a$ by $-\ln c/t$.
\item Minimise (\ref{eq:sd}) for the rate of interest, scanning upward from somewhat below $1/\mu_{\max}$, and check (\ref{eq:limit}) for every mode, each with its own $\mu_a$ and $q_a$.
\item Before taking the logarithm, compare each eigenvalue $g_a$ of $G$ with its noise $s_a=\sigma q_a$. If any is not well above its noise, shorten the mixing time or reduce the noise.
\item Judge a direct pathway by the logarithmic rate and its error, not by the presence of a cross peak. Repeat at a second usable mixing time; a drift beyond the errors indicates that the model or its inputs are incomplete.
\end{enumerate}

Agreement between two times does not prove the assumptions. Cross-relaxation, for instance, adds time-independent off-diagonal terms to $A$, and the logarithm returns their sum with the exchange terms. Separating them needs information beyond these peak volumes.

\section*{Computed values}
\begin{verbatim}
populations A,B,C: 0.5 0.3 0.2
relaxation rates A,B,C (1/s): 1.0 1.2 0.8
k A->B, B->A (1/s): 3.000 5.000
k B->C, C->B (1/s): 4.000 6.000
noise per raw peak (total intensity 1): 0.001
decay rates mu (1/s): 1.0183 5.3213 14.6604
fastest mode |weights| A,B,C: 0.2946 0.811 0.5055
noise factor q: 3.6434; s = noise*q: 0.00364
mixing time of main example (s): 0.1
I row A: 0.35645 0.07965 0.01549
I row B: 0.07965 0.13369 0.05505
I row C: 0.01549 0.05505 0.11257
G row A: 0.71289 0.20567 0.04899
G row B: 0.20567 0.44562 0.22473
G row C: 0.04899 0.22473 0.56286
ln G row A: -0.40000 0.38730 -0.00000
ln G row B: 0.38730 -1.02000 0.48990
ln G row C: -0.00000 0.48990 -0.68000
eigenvalues of G: 0.23084 0.58735 0.90318
largest noise-free recovery error (1/s): 2.7e-13
initial-rate k (1/s): t(s), A->B, B->C, A->C; A->C with B hidden
  0.02 2.6112 3.3841 0.1045 0.1160
  0.10 1.5931 1.8349 0.3098 0.4890
  0.30 0.6435 0.5741 0.3042 0.9230
initial-rate noise for A->C at 0.1 s (1/s): 0.0141
sd of log-method k (1/s): t(s), A->B, B->C, A->C
  0.02 0.0822 0.1412 0.0790
  0.05 0.0425 0.0768 0.0379
  0.10 0.0352 0.0690 0.0269
  0.20 0.0615 0.1293 0.0361
  0.30 0.1722 0.3502 0.0925
  0.40 0.5695 1.1034 0.2982
random-noise sd at 0.1 s (1/s): 0.0346 0.0694 0.0267
best time A->B (s): 0.0930; sd (1/s): 0.0350
best time B->C (s): 0.0833; sd (1/s): 0.0676
best time A->C (s): 0.1181; sd (1/s): 0.0263
1/mu_max (s): 0.0682
two equal sites, best mu_max*t: 1.1089
long-time law / full sd, B->C at 0.3 s: 0.9437
log failure: t(s), smallest eigenvalue, predicted, simulated
  0.2 0.05329 0.0000 0.0000
  0.3 0.01230 0.0004 0.0003
  0.4 0.00284 0.2179 0.2175
  0.5 0.00066 0.4286 0.4292
one noisy set at 0.1 s, averaged AA,BB,CC,AB,BC,AC:
  0.35645 0.13323 0.11208 0.07936 0.05522 0.01538
its k A->B, B->C, A->C (1/s): 2.9956 4.0347 -0.0054
k (1/s) with p_B 5% too high: t(s), A->B, B->C, A->C
  0.1 3.0663 3.8979 0.0094
  0.3 3.0560 3.8892 0.0231
  1.0 3.0489 3.8779 0.0353
first-order shift at 1000 s (1/s): 0.0483 -0.1337 0.0418
\end{verbatim}
